# Why Roothaan diagonalization works: a Newton step without Fock-matrix response: verification in Python

```python
"""Result under test: one Roothaan diagonalization is, to first order, a Newton
step for the closed-shell RHF energy in which the Hessian 4*(gap + W) is replaced
by 4*gap.
  gap : virtual minus occupied orbital energy for each rotation (a,i)
  W   : neglected two-electron part, 4(ai|bj) - (ab|ij) - (aj|ib)
  x   : rotation generator, virtual rows and occupied columns
Near a solution the error is multiplied by -W/gap in each iteration. A shift s of
the virtual levels changes this factor to (s - W)/(gap + s).
Algebra is in atomic units; printed energies are in eV."""
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]
ANGLE = 104.5
NOCC = 5
rng = np.random.default_rng(7)


def water(bond):
    half = np.radians(ANGLE / 2)
    y, z = bond * np.sin(half), bond * np.cos(half)
    return gto.M(atom=[["O", (0, 0, 0)], ["H", (0, y, z)], ["H", (0, -y, z)]],
                 basis="sto-3g", unit="Angstrom", verbose=0)


def transform(h, eri, C):
    return C.T @ h @ C, np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, C, C, C, C,
                                  optimize=True)


def response_matrix(eri):
    n = eri.shape[0]
    return (2 * eri - eri.transpose(0, 2, 1, 3)).reshape(n * n, n * n)


def fock(h, L, V):
    return h + (L @ (V @ V.T).ravel()).reshape(h.shape)


def energy(h, L, V):
    return np.sum((V @ V.T) * (h + fock(h, L, V)))


def roothaan(h, L, V, shift=0.0):
    F = fock(h, L, V) + shift * (np.eye(len(h)) - V @ V.T)
    return np.linalg.eigh(F)[1][:, :NOCC]


def rotation(x):
    n = NOCC + x.shape[0]
    K = np.zeros((n, n))
    K[NOCC:, :NOCC] = x
    K[:NOCC, NOCC:] = -x.T
    return expm(K)


def generator(V):
    """Rotation generator that carries the first NOCC basis vectors into span(V)."""
    U, t, Wt = np.linalg.svd(V[NOCC:] @ np.linalg.inv(V[:NOCC]),
                             full_matrices=False)
    return (U * np.arctan(t)) @ Wt


def pseudocanonical(h, L, C):
    """Diagonalize the occupied and virtual blocks of F separately."""
    F = C.T @ fock(h, L, C[:, :NOCC]) @ C
    Uo = np.linalg.eigh(F[:NOCC, :NOCC])[1]
    Uv = np.linalg.eigh(F[NOCC:, NOCC:])[1]
    C = np.hstack([C[:, :NOCC] @ Uo, C[:, NOCC:] @ Uv])
    C = C * np.sign(np.sqrt(np.arange(1, len(h) + 1)) @ C)
    return C, C.T @ fock(h, L, C[:, :NOCC]) @ C


def hessian_parts(h, eri, C, F):
    """Gaps, Coulomb part and exchange part of the Hessian divided by four."""
    m = transform(h, eri, C)[1]
    o, v = slice(0, NOCC), slice(NOCC, None)
    e = np.diag(F)
    gap = (e[v][:, None] - e[o][None, :]).ravel()
    k = gap.size
    coulomb = 4 * m[v, o, v, o].reshape(k, k)
    exchange = -(m[v, v, o, o].transpose(0, 2, 1, 3)
                 + m[v, o, v, o].transpose(0, 3, 2, 1)).reshape(k, k)
    return gap, coulomb, exchange


def solve(bond, V_start=None):
    """Converged RHF; integrals are returned in the basis of its own orbitals."""
    mol = water(bond)
    s, U = np.linalg.eigh(mol.intor("int1e_ovlp"))
    X = (U / np.sqrt(s)) @ U.T
    h, eri = transform(mol.intor("int1e_kin") + mol.intor("int1e_nuc"),
                       mol.intor("int2e"), X)
    L = response_matrix(eri)
    V = np.linalg.eigh(h)[1][:, :NOCC] if V_start is None else V_start
    for _ in range(20000):
        V = roothaan(h, L, V, shift=1.0)
        F = fock(h, L, V)
        residual = np.linalg.norm(F @ V - V @ (V.T @ F @ V))
        if residual < 1e-11:
            break
    assert residual < 1e-9
    full = np.linalg.svd(V, full_matrices=True)[0]
    C = np.hstack([V, full[:, NOCC:]])
    C, F = pseudocanonical(h, L, C)
    h_mo, eri_mo = transform(h, eri, C)
    return mol, C, h_mo, eri_mo, response_matrix(eri_mo), F


def stays_near(h, L, shift, steps=1500):
    """Iterate from a small random displacement; True if it dies out."""
    x = rng.normal(size=(len(h) - NOCC, NOCC))
    V = rotation(1e-4 * x / np.linalg.norm(x))[:, :NOCC]
    start = np.linalg.norm(V[NOCC:])
    for _ in range(steps):
        V = roothaan(h, L, V, shift)
    return bool(np.linalg.norm(V[NOCC:]) < 0.1 * start)


# ---- converged water, compared with an independent DIIS calculation
BOND = 0.96
mol, C_lowdin, h, eri, L, F0 = solve(BOND)
n = len(h)
nvir = n - NOCC
E0 = energy(h, L, np.eye(n)[:, :NOCC])
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
assert abs(mf.kernel() - E0 - mol.energy_nuc()) < 1e-8
gap, coulomb, exchange = hessian_parts(h, eri, np.eye(n), F0)
W = coulomb + exchange
assert gap.min() > 0

# ---- gradient and Hessian against energy differences, away from the solution
direction = rng.normal(size=(nvir, NOCC))
direction /= np.linalg.norm(direction)
C, F = pseudocanonical(h, L, rotation(0.1 * direction))
g_formula = 4 * F[NOCC:, :NOCC].ravel()
d1, c1, x1 = hessian_parts(h, eri, C, F)
H_formula = 4 * (np.diag(d1) + c1 + x1)


def energy_at(x):
    return energy(h, L, (C @ rotation(x.reshape(nvir, NOCC)))[:, :NOCC])


size = gap.size
step = 3e-4
unit = step * np.eye(size)
g_numeric = np.array([(energy_at(u) - energy_at(-u)) / (2 * step) for u in unit])
H_numeric = np.array([[(energy_at(u + w) - energy_at(u - w) - energy_at(w - u)
                        + energy_at(-u - w)) / (4 * step**2)
                       for w in unit] for u in unit])
gradient_error = np.abs(g_numeric - g_formula).max()
hessian_error = np.abs(H_numeric - H_formula).max()
# truncation error scales as step**2 times fourth derivatives of several hundred
assert gradient_error < 1e-4 and hessian_error < 1e-3

# ---- slope of the energy along the approximate Newton step
x_step = -F[NOCC:, :NOCC].ravel() / d1
t = 1e-4
slope = (energy_at(t * x_step) - energy_at(-t * x_step)) / (2 * t)
slope_formula = -4 * np.sum(F[NOCC:, :NOCC].ravel()**2 / d1)
assert slope < 0 and abs(slope / slope_formula - 1) < 1e-5

# ---- actual diagonalization minus approximate Newton step: cubic remainder
remainders = []
for amplitude in (0.01, 0.005):
    Cs, Fs = pseudocanonical(h, L, rotation(amplitude * direction))
    e = np.diag(Fs)
    newton_like = -Fs[NOCC:, :NOCC] / (e[NOCC:, None] - e[None, :NOCC])
    actual = generator(np.linalg.eigh(Fs)[1][:, :NOCC])
    remainders.append(np.linalg.norm(actual - newton_like))
cubic_ratio = remainders[0] / remainders[1]
assert 7 < cubic_ratio < 9

# ---- Jacobian of the actual Roothaan map at the solution
jacobian = np.zeros((size, size))
for k in range(size):
    u = np.zeros(size)
    u[k] = 1e-4
    u = u.reshape(nvir, NOCC)
    plus = generator(roothaan(h, L, rotation(u)[:, :NOCC]))
    minus = generator(roothaan(h, L, rotation(-u)[:, :NOCC]))
    jacobian[:, k] = ((plus - minus) / 2e-4).ravel()
jacobian_error = np.abs(jacobian + W / gap[:, None]).max()
assert jacobian_error < 1e-5

# ---- spectrum of the neglected part relative to the gaps
root = np.sqrt(np.outer(gap, gap))
ratios, modes = np.linalg.eigh(W / root)
dominant = np.argmax(np.abs(ratios))
radius = abs(ratios[dominant])
weights = modes[:, dominant]**2
lead = np.argmax(weights)
coulomb_radius = np.abs(np.linalg.eigvalsh(coulomb / root)).max()
exchange_radius = np.abs(np.linalg.eigvalsh(exchange / root)).max()

# ---- Roothaan and full Newton from the same displaced orbitals
start = rotation(np.full((nvir, NOCC), 0.03))
V = start[:, :NOCC]
roothaan_distance = [np.linalg.norm(V[NOCC:])]
for _ in range(14):
    V = roothaan(h, L, V)
    roothaan_distance.append(np.linalg.norm(V[NOCC:]))
C = start
newton_distance = [np.linalg.norm(C[NOCC:, :NOCC])]
for _ in range(6):
    C, F = pseudocanonical(h, L, C)
    d, c, x = hessian_parts(h, eri, C, F)
    move = -np.linalg.solve(np.diag(d) + c + x, F[NOCC:, :NOCC].ravel())
    C = C @ rotation(move.reshape(nvir, NOCC))
    newton_distance.append(np.linalg.norm(C[NOCC:, :NOCC]))
observed_rate = (roothaan_distance[14] / roothaan_distance[8])**(1 / 6)
# finite iteration count leaves a small admixture of faster modes
assert abs(observed_rate / radius - 1) < 0.05
assert newton_distance[5] < 1e-8

# ---- stretched bonds: predicted against observed local convergence
scan = []
V_previous = None
for bond in (BOND, 1.3, 1.6, 2.0, 2.4):
    _, C_b, h_b, eri_b, L_b, F_b = solve(bond, V_previous)
    V_previous = C_b[:, :NOCC]
    d, c, x = hessian_parts(h_b, eri_b, np.eye(n), F_b)
    W_b = c + x
    critical = -0.5 * np.linalg.eigvalsh(np.diag(d) - W_b)[0]
    outcomes = []
    for shift in (0.0, critical - 0.02, critical + 0.02):
        factor = (shift * np.eye(size) - W_b) / (d + shift)[:, None]
        predicted = bool(d.min() + shift > 0
                         and np.abs(np.linalg.eigvals(factor)).max() < 1)
        observed = stays_near(h_b, L_b, shift)
        assert predicted == observed
        outcomes.append(observed)
    if bond == BOND:
        assert outcomes == [True, False, True]
    spectrum = np.linalg.eigvals(W_b / d[:, None]).real
    softest = np.linalg.eigvalsh(np.diag(d) + W_b)[0]
    scan.append((bond, d.min(), softest, spectrum.min(), spectrum.max(),
                 critical, outcomes))

# ---- report
print(f"water RHF/STO-3G: O-H {BOND} angstrom, angle {ANGLE} degrees")
print(f"occupied {NOCC}, virtual {nvir}, rotations {size}")
print(f"total RHF energy {(E0 + mol.energy_nuc()) * EV:.4f} eV")
print("orbital energies (eV):", " ".join(f"{v * EV:.3f}" for v in np.diag(F0)))
print(f"weight of out-of-plane O 2p in orbital 5: {C_lowdin[2, 4]**2:.4f}")
print("Hessian/4, diagonal (eV): i->a, gap, Coulomb, exchange, W, W/gap")
for k in range(size):
    a, i = divmod(k, NOCC)
    print(f"  {i + 1}->{a + NOCC + 1} {gap[k] * EV:9.3f} {coulomb[k, k] * EV:8.3f} "
          f"{exchange[k, k] * EV:8.3f} {W[k, k] * EV:8.3f} {W[k, k] / gap[k]:8.4f}")
off = np.abs(W - np.diag(np.diag(W))).max()
print(f"largest off-diagonal |W|: {off * EV:.3f} eV")
print("eigenvalues of W/gap:", " ".join(f"{r:.4f}" for r in ratios))
print(f"spectral radius {radius:.4f}, from eigenvalue {ratios[dominant]:.4f}")
print(f"dominant mode: {lead % NOCC + 1}->{lead // NOCC + NOCC + 1}, "
      f"weight {weights[lead]:.4f}")
print(f"radius with Coulomb part only {coulomb_radius:.4f}, "
      f"exchange part only {exchange_radius:.4f}")
print(f"largest gradient error {gradient_error:.1e} hartree, "
      f"Hessian error {hessian_error:.1e} hartree")
print(f"slope along step {slope * EV:.5f} eV, formula {slope_formula * EV:.5f} eV")
print(f"remainder ratio on halving displacement: {cubic_ratio:.3f}")
print(f"largest error of map Jacobian: {jacobian_error:.1e}")
print("distance from solution (dimensionless): iteration, Roothaan, Newton")
for k in range(7):
    print(f"  {k} {roothaan_distance[k]:.3e} {newton_distance[k]:.3e}")
print(f"observed Roothaan rate, iterations 8 to 14: {observed_rate:.4f}")
print("stretch: O-H (angstrom), smallest gap (eV), lowest Hessian/4 (eV),")
print("  min and max of W/gap, critical shift (eV), local convergence at")
print(f"  zero shift / critical - {0.02 * EV:.3f} eV / critical + {0.02 * EV:.3f} eV")
for bond, smallest, softest, low, high, critical, outcomes in scan:
    words = "/".join("yes" if ok else "no" for ok in outcomes)
    print(f"  {bond:.2f} {smallest * EV:8.3f} {softest * EV:8.3f} {low:8.4f} "
          f"{high:8.4f} {critical * EV:8.3f} {words}")
print("verified")
```

Printed output:

```
water RHF/STO-3G: O-H 0.96 angstrom, angle 104.5 degrees
occupied 5, virtual 2, rotations 10
total RHF energy -2039.8558 eV
orbital energies (eV): -550.816 -34.477 -16.774 -12.319 -10.642 16.406 20.110
weight of out-of-plane O 2p in orbital 5: 1.0000
Hessian/4, diagonal (eV): i->a, gap, Coulomb, exchange, W, W/gap
  1->6   567.222    3.398  -22.681  -19.283  -0.0340
  2->6    50.883   11.078  -19.472   -8.393  -0.1650
  3->6    33.180    7.730  -17.473   -9.743  -0.2936
  4->6    28.725    7.524  -16.820   -9.296  -0.3236
  5->6    27.048    4.193  -17.069  -12.876  -0.4760
  1->7   570.925    2.325  -24.214  -21.890  -0.0383
  2->7    54.586    6.749  -18.667  -11.917  -0.2183
  3->7    36.883   16.609  -20.759   -4.150  -0.1125
  4->7    32.428    7.510  -18.417  -10.906  -0.3363
  5->7    30.751    2.652  -17.664  -15.012  -0.4882
largest off-diagonal |W|: 6.062 eV
eigenvalues of W/gap: -0.4882 -0.4760 -0.4343 -0.3637 -0.2818 -0.2431 -0.2037 -0.0375 -0.0340 0.0762
spectral radius 0.4882, from eigenvalue -0.4882
dominant mode: 5->7, weight 1.0000
radius with Coulomb part only 0.7589, exchange part only 0.6976
largest gradient error 1.6e-07 hartree, Hessian error 7.1e-06 hartree
slope along step -5.29516 eV, formula -5.29516 eV
remainder ratio on halving displacement: 7.989
largest error of map Jacobian: 1.1e-09
distance from solution (dimensionless): iteration, Roothaan, Newton
  0 9.473e-02 9.473e-02
  1 3.208e-02 4.923e-03
  2 1.363e-02 6.825e-06
  3 6.060e-03 1.744e-11
  4 2.762e-03 1.559e-11
  5 1.278e-03 1.559e-11
  6 5.976e-04 1.559e-11
observed Roothaan rate, iterations 8 to 14: 0.4792
stretch: O-H (angstrom), smallest gap (eV), lowest Hessian/4 (eV),
  min and max of W/gap, critical shift (eV), local convergence at
  zero shift / critical - 0.544 eV / critical + 0.544 eV
  0.96   27.048   14.172  -0.4882   0.0762  -16.064 yes/no/yes
  1.30   19.915    7.110  -0.6430   0.3752   -7.133 yes/no/yes
  1.60   15.178    4.041  -0.7560   0.8223   -1.458 yes/no/yes
  2.00    9.606    0.378  -0.9662   1.5521    3.098 no/no/yes
  2.40    4.334    0.280  -0.9838   2.7305    3.778 no/no/yes
verified
```
